# Flexoelectric bias field in a strain-relaxed ferroelectric film

A strained ferroelectric film whose hysteresis loop is off centre by 50 mV can easily be misread. Suppose the whole offset is blamed on charge trapped between the film and a 1 nm dead layer of relative permittivity 20. The inferred density is then $5.5\times10^{12}\ \mathrm{cm^{-2}}$, and effort goes into removing charge that may not be there. A strain gradient can produce an offset of the same size with no trapped charge at all. Its contribution has to be estimated before the remainder is assigned to charge or to the electrodes.

## The estimate on the back of an envelope

A strain gradient removes the inversion symmetry of a crystal and so acts on the polarization like an electric field. To leading order the field is proportional to the gradient. The coefficient $f$ has the unit of field divided by inverse length, which is the volt.

A film of thickness $t=10$ nm carries 1% in-plane strain at the substrate and none at its top. The gradient has magnitude

$$
\frac{0.01}{10^{-8}\ \mathrm m}=10^{6}\ \mathrm{m^{-1}} .
$$

With $f=5$ V the field is $5\times10^{6}$ V/m, or 50 kV/cm. Across 10 nm this corresponds to 50 mV.

The size of $f$ is plausible. The potential of one elementary charge at a distance of one lattice constant, $a_0=0.51$ nm, is $e/(4\pi\varepsilon_0a_0)=2.8$ V. This is a scale for ionic potentials, not a calculation of $f$, and 5 V is of the same order.

The envelope leaves open the sign, the effect of a curved strain profile, the meaning of "the" coefficient, and whether the loop really shifts by the whole field.

## Conventions and energy

Let $z$ run from the substrate, $z=0$, to the top surface, $z=t$. The polarization $P$ and the applied field $E$ are positive along $+z$. The two in-plane strains are equal, $e_{11}=e_{22}=u(z)$, with $u(0)=u_0=0.01$ and $u(t)=0$. Here $f$ multiplies the gradient of $u$, so it already contains both in-plane directions and the accompanying normal strain.

The film lies between ideal electrodes held at a fixed voltage, so the mean internal field is $E$. For properties varying only with $z$ and no free charge inside, the displacement $\varepsilon_0\varepsilon_bE_{\rm loc}+P$ is uniform, where $\varepsilon_b$ is the background relative permittivity. Requiring the mean of $E_{\rm loc}$ to be $E$ gives

$$
E_{\rm loc}(z)=E-\frac{P(z)-\bar P}{\varepsilon_0\varepsilon_b},
$$

with $\bar P$ the mean polarization. The second term is the depolarizing field that opposes variations of $P$. Apart from a constant independent of $P$, the energy per area is

$$
G=\int_0^t\left[\frac a2P^2+\frac b4P^4+\frac k2P'^2
+\frac{(P-\bar P)^2}{2\varepsilon_0\varepsilon_b}-EP-fPu'\right]dz .
$$

A prime means $d/dz$; $a<0$ and $b,k>0$. This is a mean-field energy with a prescribed strain.

Now vary $P$. The depolarization term gives $\int(P-\bar P)(\delta P-\delta\bar P)\,dz/(\varepsilon_0\varepsilon_b)$, and the part with $\delta\bar P$ vanishes because $P-\bar P$ integrates to zero. The gradient term is integrated by parts:

$$
\int_0^t kP'\,\delta P'\,dz=\big[kP'\,\delta P\big]_0^t-\int_0^t kP''\,\delta P\,dz .
$$

Hence

$$
aP+bP^3-kP''+\frac{P-\bar P}{\varepsilon_0\varepsilon_b}=E+fu',
\qquad P'(0)=P'(t)=0. \tag{1}
$$

The strain gradient enters beside the applied field, which identifies

$$
E_{\rm flexo}=f\,\frac{du}{dz}.
$$

## Linear relaxation and the loop shift

For $u=u_0(1-z/t)$ the gradient is the constant $u'=-u_0/t$. A uniform $P$ then satisfies (1) and its boundary conditions, leaving

$$
E=aP+bP^3-fu'=aP+bP^3+\frac{fu_0}{t}. \tag{2}
$$

The uniform state loses stability where $dE/dP=a+3bP^2=0$, that is at $P=\pm P_s/\sqrt3$, with $P_s^2=|a|/b$ the squared spontaneous polarization. At the negative turning point

$$
aP+bP^3=\frac{|a|P_s}{\sqrt3}-\frac{bP_s^3}{3\sqrt3}
=\frac{|a|P_s}{\sqrt3}\left(1-\frac13\right)
=\frac{2|a|P_s}{3\sqrt3}\equiv E_c ,
$$

where $bP_s^2=|a|$ was used. The positive turning point gives $-E_c$. The switching fields and their midpoint are therefore

$$
E_\pm=\pm E_c+\frac{fu_0}{t},\qquad
E_{\rm centre}=\frac{E_++E_-}{2}=\frac{fu_0}{t}=-E_{\rm flexo}.
$$

For positive $f$ and $u_0$ the internal field points to the substrate. The applied field must first cancel it, so the loop moves towards positive applied field. Reversing the sign of the misfit or of $f$ reverses the shift.

Take a remanent polarization of $20\ \mathrm{\mu C/cm^2}$, used as $P_s$, and $E_c=1000$ kV/cm. Inverting the expression for $E_c$ gives

$$
|a|=\frac{3\sqrt3\,E_c}{2P_s}=\frac{3\sqrt3\times10^8}{2\times0.20}
=1.30\times10^9\ \mathrm{V\,m/C},
$$

and $b=|a|/P_s^2=3.25\times10^{10}\ \mathrm{V\,m^5/C^3}$. The switching fields are $1000+50=1050$ kV/cm and $-1000+50=-950$ kV/cm. A numerical solution of the discretized film, with $P(z)$ free to vary, gives the same two values. The bias is 5% of the coercive field.

Real films usually switch through domains, at fields below the uniform instability. For a laterally uniform, constant gradient, $E$ and $fu'$ act on $P$ through their sum alone in this energy. The shift then does not rely on uniform switching, provided the remaining energy terms are the same for both polarities.

The same equation covers a non-ferroelectric film, $a>0$. At $E=0$ and small $P$, equation (2) gives $P=fu'/a$. Writing $a=1/(\varepsilon_0\chi)$, with $\chi$ the susceptibility, gives $P=\varepsilon_0\chi f\,u'$. The product $\varepsilon_0\chi f$ is the flexoelectric coefficient in C/m, a different quantity from the flexocoupling coefficient in volts. In this limit there is an induced polarization but no loop to shift.

## Curved relaxation

For a general profile, average (1) over the thickness. The $P''$ term vanishes because $P'=0$ at both surfaces, and the depolarization term averages to zero:

$$
a\bar P+b\,\overline{P^3}=E+\frac f t\,[u(t)-u(0)] . \tag{3}
$$

The mean flexoelectric field depends on the end strains and not on the path between them. The corresponding voltage has magnitude $fu_0=50$ mV whatever the thickness. At fixed $u_0$ the field falls as $1/t$; at fixed gradient it is the voltage that grows, as $t$.

The average $\overline{P^3}$ still has to be considered. Put $P=\bar P+\delta$ with $\bar\delta=0$, so that $\overline{P^3}=\bar P^3+3\bar P\,\overline{\delta^2}+\overline{\delta^3}$. Linearizing (1) in $\delta$ gives

$$
\left(a+3b\bar P^2+\frac1{\varepsilon_0\varepsilon_b}\right)\delta-k\delta''
=f\,(u'-\overline{u'}) .
$$

This $\delta$ is even in $\bar P$. The correction $3b\bar P\,\overline{\delta^2}$ is therefore odd in $\bar P$: it changes the loop width but, to second order in $\delta$, not its centre. Moreover $\delta$ is small, because for $\varepsilon_b=10$ the depolarizing stiffness $1/(\varepsilon_0\varepsilon_b)$ is about nine times $|a|$.

Consider an exponential profile of decay length $\lambda$ with the same end strains,

$$
u=u_0\,\frac{e^{-z/\lambda}-e^{-t/\lambda}}{1-e^{-t/\lambda}},
\qquad
|E_{\rm flexo}(0)|=\frac{fu_0}{\lambda(1-e^{-t/\lambda})}.
$$

For $\lambda\gg t$ the denominator tends to $t$ and the linear result returns. For $\lambda=3$ nm the local field at the substrate is 173 kV/cm, yet the computed loop centre is still 50.0 kV/cm. In this laterally uniform film, with $P'=0$ at both surfaces, the loop offset thus measures the average field and says little about its peak.

Strain also changes $a$ through electrostriction. That energy is proportional to $uP^2$, which is unchanged when $P$ reverses. With $f=0$, each state $(P,E)$ has a partner $(-P,-E)$, so the loop stays centred. When both effects are present, write $a(z)=\bar a+a_1(z)$ with $\overline{a_1}=0$. Averaging (1) then gives an extra term $\overline{a_1\delta}$ on the left of (3). For a curved profile $\delta$ contains the part driven by $f(u'-\overline{u'})$, which is even in $\bar P$, so the extra term has an even part and shifts the centre. The grading also adds to $\delta$ a part odd in $\bar P$, driven by $-a_1\bar P$. Its product with the even part, inside $3b\bar P\,\overline{\delta^2}$, gives a shift of the opposite sign. That shift is smaller, because $6b\bar P^2\approx2|a|$ at the turning points is well below $1/(\varepsilon_0\varepsilon_b)$. With $k=10^{-9}\ \mathrm{V\,m^3/C}$ and $|a|$ larger by 20% at the substrate, following the 3 nm profile, the computed centre moves from 50.0 to 50.2 kV/cm. The opposite grading moves it to 49.8 kV/cm. Either way the correction is minor for these parameters.

## Which coefficient is 5 V?

For a cubic parent crystal with its axes along the film axes, the field is

$$
E_{\rm flexo}=f_T\frac{d(e_{11}+e_{22})}{dz}+f_L\frac{de_{33}}{dz},
$$

with a transverse component $f_T$ and a longitudinal component $f_L$. The top surface is free, so the normal stress vanishes. Neglecting the effect of $P$ on the strain, the elastic energy density is

$$
w=\frac{c_{11}}2(2u^2+e_{33}^2)+c_{12}(u^2+2ue_{33}).
$$

Setting its derivative with respect to $e_{33}$ to zero gives $c_{11}e_{33}+2c_{12}u=0$, or $e_{33}=-2(c_{12}/c_{11})u$. Substitution yields

$$
f=2\left(f_T-\frac{c_{12}}{c_{11}}f_L\right).
$$

For the round ratio $c_{12}/c_{11}=0.25$, the normal strain at the substrate is $-0.5\%$. If 5 V were the value of each component, $f$ would be $2(5-1.25)=7.5$ V and the bias 75 kV/cm. With $f_T=5$ V and $f_L=-5$ V it would be 125 kV/cm. The 50 kV/cm result belongs to an effective coefficient of 5 V.

## What the surfaces can do

The coupling $-fPu'$ is one choice among energies with the same bulk equation. Another is $-\tfrac f2(Pu'-uP')$. Integrating its second part by parts,

$$
-\frac f2\int_0^t(Pu'-uP')\,dz
=-f\int_0^tPu'\,dz+\frac f2\,[uP]_0^t .
$$

The two forms differ by a surface energy. It leaves (1) unchanged inside the film but alters the boundary conditions. For uniform $P$ and $u(t)-u(0)=-u_0$, the right-hand side is

$$
fPu_0-\frac f2Pu_0=\frac f2Pu_0 .
$$

Comparison with the energy $-EPt$ of an applied field shows an effective field $-fu_0/(2t)$. The loop centre is halved, and the film calculation gives 25.0 kV/cm.

The bulk field is 50 kV/cm in both cases. What the loop shows depends on surface energies whose coefficients can be comparable with $f$ and are not fixed by the bulk value. The estimate therefore gives a scale for the offset, not its value. A surface energy twice as large, $f[uP]_0^t$, would cancel the shift, and a still larger one would reverse it.

## Can the strain relax linearly?

A fully coherent film on a thick substrate keeps its misfit strain throughout, so $u'=0$ and the bulk flexoelectric field vanishes, although two unlike surfaces can still leave an offset. The field also vanishes inside the film if all the strain is relieved at the interface. A gradient through the film requires relief at intermediate heights.

Suppose edge dislocations provide it, with in-plane Burgers length $b_e=a_0/\sqrt2=0.361$ nm. Over a lateral length $L$ the relaxed top contains $L/b_e$ atomic columns and the stretched bottom $L/[b_e(1+u_0)]$. The difference is $Lu_0/[b_e(1+u_0)]$, so the mean spacing of dislocations along one in-plane direction is

$$
\frac{b_e(1+u_0)}{u_0}=\frac{0.3606\times1.01}{0.01}\ \mathrm{nm}=36.4\ \mathrm{nm}.
$$

This exceeds three film thicknesses. A linear $u(z)$ can then be a lateral average over many dislocations, but not the strain along every vertical line. Local fields near the cores lie outside the model, and they can move the loop centre if switching starts where they are strongest.

## Comparison with other biases and with real films

A difference of 0.2 eV between the effective work functions of the two electrodes contributes 0.2 V across the film, or 200 kV/cm, four times the flexoelectric estimate. The effective values include interface dipoles and Fermi-level pinning and can differ from the vacuum work functions.

For interface charge, place a dead layer of thickness $d$ and relative permittivity $\varepsilon_d$ below the film, with sheet charge $\sigma$ between them. Gauss's law gives the dead-layer field $(\varepsilon_0\varepsilon_bE_f+P-\sigma)/(\varepsilon_0\varepsilon_d)$, where $E_f$ is the film field. The total voltage, counted as the integral of the field along $+z$, is

$$
V=tE_f+\frac{d}{\varepsilon_0\varepsilon_d}
\left(\varepsilon_0\varepsilon_bE_f+P-\sigma\right).
$$

At given $P$ and $E_f$, the charge shifts $V$ by $-\sigma d/(\varepsilon_0\varepsilon_d)$. For $d=1$ nm and $\varepsilon_d=20$, a shift of $-50$ mV needs $5.5\times10^{12}$ positive elementary charges per $\mathrm{cm^2}$, the density quoted at the start. Negative charge of that density would imitate the positive flexoelectric offset. The dead layer also raises the flexoelectric voltage itself, by the fraction $\varepsilon_bd/(\varepsilon_dt)=5\%$, because a change of $E_f$ at fixed $P$ appears in both terms of $V$.

This comparison concerns offsets only. With the Landau curve above and $\sigma=0$, the polarization left at $V=0$ is about $0.15\ \mathrm{C/m^2}$, and the dead-layer field $P/[\varepsilon_0(\varepsilon_d+\varepsilon_bd/t)]$ is then about 8 MV/cm, twice the film breakdown field used below. A real layer would be likely to leak, and charge that follows the polarization would screen much of it. Here $\sigma$ stands only for the part of the charge that stays fixed during switching.

Thermal mismatch matters less over a modest temperature change. An expansion difference of $5\times10^{-6}\ \mathrm{K^{-1}}$ over 100 K gives a strain of $5\times10^{-4}$. Even if all of it relaxed across the film, the bias would change by 2.5 kV/cm at fixed $f$. Over 600 K the same estimate gives 15 kV/cm, which is no longer negligible.

The thickness, polarization and coercive field are rough typical values for ferroelectric $\mathrm{Hf_{0.5}Zr_{0.5}O_2}$, while 5 V is a chosen coupling and not a measured property of that oxide. The Landau curve implies a relative permittivity of about 50 at remanence, above the typical value near 30; the linear-profile shift does not depend on it. Device films are commonly polycrystalline, which breaks the assumption of one coherent misfit strain. If no net gradient along the normal survives, the bulk contribution drops from 50 kV/cm to zero. In epitaxial films with a tilted polar axis, $f$ must be recalculated for that orientation.

For the ideal film the memory window is $2E_ct=2$ V, and the 50 mV offset is 2.5% of it. The larger switching field, 1050 kV/cm, is about 26% of a rough breakdown field of 4000 kV/cm, so the bias alone does not bring this example near breakdown. It matters mainly when a small loop asymmetry is to be traced to its cause. Comparing electrodes at fixed strain, and strain states at fixed electrodes, helps to separate the contributions if the interface charge stays the same. The numerical output lists the parameter values.

## Computed values

```
Film thickness: 10 nm
Misfit strain at substrate: 1 %
Effective flexocoupling f: 5 V
Remanent polarization (rough): 20 uC/cm2
Coercive field (rough): 1000 kV/cm
Landau a: -1.299e+09 V m/C
Landau b: 3.248e+10 V m^5/C^3
Gradient constant k: 1e-09 V m^3/C
Background relative permittivity: 10
Strain gradient, magnitude: 1e+06 1/m
Flexoelectric field f*u0/t: 50 kV/cm
Same field: 5 MV/m
Bias / coercive field: 5 %
Voltage offset f*u0: 50 mV
Ideal memory window 2*Ec*t: 2 V
Film model: upper switching field: 1050.0 kV/cm
Film model: lower switching field: -950.0 kV/cm
Film model: loop centre: 50.00 kV/cm
Curved profile decay length: 3 nm
Curved profile: loop centre: 50.00 kV/cm
Curved profile: peak local field: 172.7 kV/cm
Electrostrictive grading of a: 20 %
Electrostriction only: |loop centre|: 0.000 kV/cm
Curved + electrostriction: centre: 50.20 kV/cm
Antisymmetric coupling: centre: 25.00 kV/cm
Elastic ratio c12/c11: 0.25
Relaxed normal strain e33: -0.500 %
Field if fT = fL = 5 V: 75.0 kV/cm
Field if fT = 5 V, fL = -5 V: 125.0 kV/cm
Lattice constant (rough): 0.51 nm
Point-charge scale of f: 2.82 V
Edge Burgers length: 0.361 nm
Dislocation spacing (counted): 36.4 nm
Work-function difference: 0.2 eV
Bias from work functions: 200 kV/cm
Dead-layer thickness: 1 nm
Dead-layer relative permittivity: 20
Interface charge matching the offset: 5.53e+12 1/cm2
Voltage shift from that charge: -50.00 mV
Thermal expansion mismatch: 5e-06 1/K
Temperature change: 100 K
Thermal change of bias, upper bound: 2.5 kV/cm
Breakdown field (rough): 4000 kV/cm
(Ec + bias) / breakdown field: 26.25 %
```
